# Screened Dipole Voltage of a Donor Sheet beside a Metal in Silicon

## Problem

Dopant atoms can collect in a thin layer of silicon next to a metal or silicide contact. Consider $N=1\times10^{14}\ \mathrm{cm^{-2}}$ singly ionized donors in a plane at distance $d=0.30$ nm from the metal. The metal is an ideal conductor and carries all the charge that compensates the donors. Silicon is described by its static relative permittivity $\varepsilon_r=11.7$.

(a) Find the electric field between the metal and the donors, and the voltage across this dipole layer.

(b) By how much, and in which direction, does the layer shift the conduction band of the silicon beyond it? When does this shift count as a change of the contact barrier?

(c) Suppose the donors are spread over a range of depths. Which property of their distribution fixes the voltage?

(d) The donors are separate points about $N^{-1/2}$ apart. In what sense does the result for a uniform sheet still hold?

## Solution

### Conventions and the averaged potential

Let $z$ point from the metal into the silicon, with the metal surface at $z=0$. More precisely, $z=0$ is the plane in which the metal's screening charge sits. Set the potential to zero there. The elementary charge $e$ is positive, so an electron has charge $-e$. Write $\varepsilon=\varepsilon_r\varepsilon_0$.

In the silicon the potential $\phi(x,y,z)$ obeys Poisson's equation,

$$
\frac{\partial^2\phi}{\partial x^2}+\frac{\partial^2\phi}{\partial y^2}+\frac{\partial^2\phi}{\partial z^2}=-\frac{\rho}{\varepsilon},
$$

where $\rho$ is the charge density of the donors. The polarization of the silicon is already contained in $\varepsilon$. Average this equation over a large area parallel to the metal. The average of $\partial^2\phi/\partial x^2$ is a difference of $\partial\phi/\partial x$ between opposite edges, divided by the length of the area. It vanishes for a periodic arrangement averaged over whole cells, and tends to zero for a large area otherwise. The same holds for $y$. The averaged potential $\bar\phi(z)$ therefore obeys

$$
\frac{d^2\bar\phi}{dz^2}=-\frac{\bar\rho(z)}{\varepsilon}.
$$

This is the equation of a uniformly charged sheet, so parts (a) to (c) can be solved in one dimension.

### (a) Field and voltage

The density in SI units is

$$
N=1\times10^{14}\ \mathrm{cm^{-2}}\times10^{4}\ \mathrm{cm^2/m^2}=1\times10^{18}\ \mathrm{m^{-2}},
$$

and the donor charge per area is

$$
\sigma=eN=(1.6022\times10^{-19}\ \mathrm{C})(1\times10^{18}\ \mathrm{m^{-2}})=0.1602\ \mathrm{C/m^2}.
$$

The metal surface carries $-\sigma$.

Apply Gauss's law for the displacement $D_z=\varepsilon E_z$ to a flat box of face area $A$. One face lies inside the metal, where the field is zero, and the other lies at height $z$ in the silicon. The flux through the box is $D_zA$.

- For $0<z<d$ the box contains the metal's surface charge $-\sigma A$, so $D_z=-\sigma$ and $E_z=-\sigma/\varepsilon$.
- For $z>d$ it contains $-\sigma A+\sigma A=0$, so $E_z=0$.

The minus sign means that the field points from the positive donors to the metal. Its magnitude is

$$
E=\frac{\sigma}{\varepsilon_r\varepsilon_0}
=\frac{0.1602\ \mathrm{C/m^2}}{11.7\times8.8542\times10^{-12}\ \mathrm{F/m}}
=1.547\times10^{9}\ \mathrm{V/m}=1.547\ \mathrm{V/nm}.
$$

The potential follows from $\bar\phi(z)=-\int_0^zE_z\,dz'$. Since $E_z$ is negative, the potential rises away from the metal:

$$
\bar\phi(z)=
\begin{cases}
\sigma z/\varepsilon, & 0\le z\le d,\\
\sigma d/\varepsilon, & z\ge d.
\end{cases}
$$

The voltage across the layer is

$$
V=\frac{eNd}{\varepsilon_r\varepsilon_0}=(1.547\ \mathrm{V/nm})(0.30\ \mathrm{nm})=0.46\ \mathrm{V}.
$$

The numerical output calls this the "screened" dipole voltage. The screening meant there is the polarization of the silicon, not a response of mobile carriers. The polarization between the metal and the sheet is

$$
P_z=(\varepsilon_r-1)\varepsilon_0E_z=-\left(1-\frac1{\varepsilon_r}\right)\sigma,
$$

and it is zero beyond the sheet. The bound charge per area at the sheet equals $P_z$ just below minus $P_z$ just above, which is $-(1-1/\varepsilon_r)\sigma$. Adding the donor charge leaves a net charge of

$$
\sigma-\left(1-\frac1{\varepsilon_r}\right)\sigma=\frac{\sigma}{\varepsilon_r}.
$$

The bound charge at the metal surface has the opposite sign and reduces $-\sigma$ to $-\sigma/\varepsilon_r$. The dipole is thus weakened by the factor 11.7. Without this response, $\varepsilon_r=1$, the same charges would give 5.43 V.

The voltage is proportional to both $N$ and $d$. It vanishes as $d\to0$, where each donor merges with its compensating charge.

### (b) Shift of the conduction band

The energy of an electron in a potential $\phi$ is $-e\phi$. Just beyond the donors the conduction band is therefore shifted by

$$
\Delta E_c=-eV=-0.46\ \mathrm{eV}
$$

relative to the Fermi level of the metal, compared with the same contact without the layer. This counts the field of the donor layer alone. The layer also weakens the field of the depletion region behind it, which makes the net shift somewhat smaller. The difference is small when the depletion region is much wider than $d$, and grows with the doping of the silicon. In the averaged model at 300 K, for a barrier near 0.7 eV, the net shift is about 0.445 eV at a doping of $10^{19}\ \mathrm{cm^{-3}}$ and 0.41 eV at $10^{20}\ \mathrm{cm^{-3}}$. Deep in the neutral silicon the band keeps its equilibrium position, because the depletion region adjusts, as shown below. Donors lower the barrier for electrons. Ionized acceptors in the same place would reverse the sign of $\sigma$, and with it the sign of the shift.

The band edge does not drop at the metal surface itself. In the averaged potential it starts at its original height at $z=0$ and falls linearly over 0.30 nm; midway between donors the fall takes longer. An electron going from the metal to the silicon still meets this thin remnant of the barrier. The electron is also attracted by its own image in the metal, with energy $-e^2/(16\pi\varepsilon z)$. Taken classically with the bulk permittivity, which is rough at this distance, this lowers the top of the averaged remnant by $e\sqrt{eE/4\pi\varepsilon}=0.44$ eV, at $z=0.14$ nm. Nearly the full shift acts as a reduction of the effective barrier if electrons tunnel easily through the remnant. The electrostatic calculation does not determine how easily they do so. A one-dimensional effective-mass estimate for the averaged remnant, without the image term and with the metal taken as a 5 eV deep well of the same mass, reduces the thermal flux at 300 K by 6 % for mass $0.19\,m_e$ and by 27 % for mass $0.98\,m_e$. This corresponds to a loss of less than 0.01 eV of the shift.

There is also a limit on how large the reduction can be. Take n-type silicon whose potential, without the layer, rises by $\psi_0$ from the metal surface to the neutral bulk. In equilibrium this total is fixed, because the Fermi level is the same throughout. Poisson's equation is linear, so the contributions of the donor layer and of the ordinary depletion charge add:

$$
\psi_0=V+\psi_1,\qquad \psi_1=\psi_0-V.
$$

Here $\psi_1$ is the part left for the depletion region. If $V<\psi_0$, the depletion region shrinks and the layer contributes its full $V$. If $V>\psi_0$, then $\psi_1$ is negative. Ionized donors in a depletion region cannot supply a negative contribution, so electrons must gather in the silicon near the contact. The metal then no longer carries all the compensating charge, and the assumption behind part (a) no longer holds strictly.

The direction of the correction follows from Gauss's law. If the metal carries the fraction $f<1$ of the compensating charge and electrons beyond the sheet carry the rest, the field between metal and sheet is $f\sigma/\varepsilon$. The potential at the sheet is then $fV$, and it falls further on the way through the electrons. The correction is large only when the electron charge becomes comparable with $\sigma$, which requires the shifted band edge to come close to the Fermi level. In lightly doped silicon this happens well after $V$ exceeds $\psi_0$. At a doping of $10^{15}\ \mathrm{cm^{-3}}$ and 300 K, the averaged model still gives 0.462 V for $\psi_0=0.30$ V (barrier 0.56 eV), 0.453 V for $\psi_0=0.20$ V (barrier 0.46 eV) and 0.429 V for $\psi_0=0.10$ V (barrier 0.36 eV). The practical condition for the value of 0.46 V is therefore that the original barrier height, measured from the Fermi level, clearly exceeds 0.46 eV.

### (c) Donors at different depths

Let $n(z)$ be the number of donors per volume, with $\int_0^\infty n\,dz=N$. The metal again carries the whole compensating charge, so the field vanishes beyond the last donor. Integrate $\bar\phi''=-en/\varepsilon$ from $z$ to a point beyond the layer, where $\bar\phi'=0$:

$$
0-\bar\phi'(z)=-\frac e\varepsilon\int_z^\infty n(z')\,dz'
\quad\Rightarrow\quad
\bar\phi'(z)=\frac e\varepsilon\int_z^\infty n(z')\,dz'.
$$

The slope at $z$ is set by the donors that lie farther from the metal. A second integration, starting from $\bar\phi(0)=0$, gives the voltage

$$
V=\frac e\varepsilon\int_0^\infty dz\int_z^\infty n(z')\,dz'.
$$

The double integral covers all pairs with $0<z<z'$. Doing the $z$ integral first, at fixed $z'$, gives a factor $z'$:

$$
V=\frac e\varepsilon\int_0^\infty z'\,n(z')\,dz'=\frac{eN\langle z\rangle}{\varepsilon},
\qquad
\langle z\rangle=\frac1N\int_0^\infty z\,n(z)\,dz .
$$

For a given $N$, the mean distance of the donors from the metal fixes the voltage. The shape of the distribution affects the course of the potential inside the layer, but not the total step.

As an example, let the density grow linearly from the metal to an outer edge $w$:

$$
n(z)=\frac{2N}{w^2}\,z\quad(0\le z\le w),\qquad
\langle z\rangle=\frac{2}{w^2}\int_0^wz^2\,dz=\frac{2w}{3}.
$$

With $w=0.45$ nm the mean depth is 0.30 nm, and the voltage must again be 0.46 V. A finite-difference solution of Poisson's equation for this density gives 0.4640 V, the same as the sheet.

### (d) Separate donors

The mean area per donor, $1/N$, corresponds to a spacing $a=N^{-1/2}=1.00$ nm, more than three times the distance of the donors from the metal. Close to the layer the potential must vary strongly from place to place. To see how far this variation reaches, put the donors on a square lattice with spacing $a$, one of them at $x=y=0$. Their charge per area can be written as a Fourier series,

$$
\sigma\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},
$$

where $\mathbf r=(x,y)$ and $\mathbf G$ runs over the reciprocal lattice. The term $\mathbf G=0$ is the uniform sheet. The potential has the same form, $\phi=\sum_{\mathbf G}\phi_G(z)e^{i\mathbf G\cdot\mathbf r}$, and Poisson's equation becomes

$$
\phi_G''-G^2\phi_G=-\frac\sigma\varepsilon\,\delta(z-d).
$$

For $G\neq0$, the solution that vanishes at the metal and far away is

$$
\phi_G=A\sinh(Gz)\ \ (z<d),\qquad \phi_G=Be^{-Gz}\ \ (z>d).
$$

Continuity at $z=d$ requires $Be^{-Gd}=A\sinh(Gd)$. Integrating the equation across $z=d$ shows that the slope changes by $-\sigma/\varepsilon$:

$$
-GBe^{-Gd}-GA\cosh(Gd)=-\frac\sigma\varepsilon .
$$

Replace $Be^{-Gd}$ by $A\sinh(Gd)$ and use $\sinh(Gd)+\cosh(Gd)=e^{Gd}$. This gives

$$
A=\frac{\sigma}{\varepsilon G}e^{-Gd},\qquad
B=Ae^{Gd}\sinh(Gd)=\frac{\sigma}{\varepsilon G}\sinh(Gd).
$$

Beyond the donors, therefore,

$$
\phi_G(z)=\frac{\sigma}{\varepsilon}\,\frac{\sinh(Gd)}{G}\,e^{-Gz}.
$$

As $G\to0$ this tends to $\sigma d/\varepsilon$, the voltage of the uniform sheet. All other terms decay exponentially. The slowest have $G=2\pi/a=6.28\ \mathrm{nm^{-1}}$, so the variation falls by a factor $e$ over $a/2\pi$, about 0.16 nm.

The potential can also be found by direct summation. An ideal conductor acts on the silicon like an image charge $-e$ at $-d$ for every donor at $d$, with both charges taken in a medium of permittivity $\varepsilon$. The sum over the square array gives the following values:

- The lateral average is 0.232 V at $z=0.15$ nm, halfway to the donors, and 0.464 V at $z=0.60$ nm. Both agree with the averaged potential of part (a).
- In the plane of the donors, at the centre of a square of four, the potential is 0.27 V, about 59 % of the average beyond the layer.
- At $z=2.0$ nm the potential is 0.464 V both above a donor and above the centre of a square.

For this regular array, the sheet result thus describes the lateral average near the donors, and also the local potential from about two nanometres into the silicon. Real donors are not on a lattice. Fluctuations of their density over a lateral length $\ell$ contain components with $G\approx2\pi/\ell$, which by the same formula reach a depth of about $\ell/2\pi$. Wide fluctuations therefore extend farther into the silicon than the regular pattern does, and only the average is given by $eNd/\varepsilon$. For donors placed independently at random in the plane, the root-mean-square fluctuation at $z\gg d$ is $\frac{e}{4\pi\varepsilon}\frac{d\sqrt{2\pi N}}{z}$. It falls only as $1/z$ and is about 0.05 V, a tenth of the step, at $z=2$ nm.

### How far the number can be trusted

The arithmetic is more precise than the model. The model takes every donor as ionized, which is not assured at such a density: spread over 0.45 nm, the layer would hold about $2\times10^{21}$ donors per $\mathrm{cm^3}$. Three further points are uncertain for a real interface.

The first is the permittivity. The value 11.7 describes a field that varies slowly over many atoms, whereas here the field is confined to 0.30 nm, about an atomic distance. The field is also very strong, 15 MV/cm against about 0.3 MV/cm for breakdown of bulk silicon. The voltage is below the band gap, so no avalanche can develop, but a linear response is itself an assumption. Weaker screening at short range does not by itself change the step: if the bulk response is continued unchanged through the mirror plane, it raises the potential near the sheet, while the step beyond it is still fixed by the static value. The step does change if the layer between metal and donors polarizes differently from the bulk. Because $V\propto1/\varepsilon_r$, half the bulk value there would double the voltage.

The second is the distance. It is measured from the plane of the metal's screening charge, which need not coincide with the last plane of metal atoms. With a field of 1.547 V/nm, a change of $d$ by 0.1 nm changes $V$ by 0.15 V, one third of the result.

The third is interface states. At a real silicon contact, metal-induced gap states reach about as far into the silicon as $d$. They pin the Fermi level and also screen the donor layer. As an illustration, $10^{14}$ states per $\mathrm{cm^2}$ per eV decaying over 0.3 nm reduce the step in a linear model from 0.46 V to about 0.32 V, and a higher density reduces it further.

The answer of 0.46 V is therefore an estimate for the stated model: fully ionized donors, an ideal metal, no interface states and the bulk permittivity of silicon. Within this model, a donor layer of this density about 0.3 nm from the metal shifts the silicon bands by several tenths of an electronvolt, provided the original barrier height is larger than that. The numerical output below lists the main values used here. Its line "Electron barrier change" gives the band shift of part (b), which acts as a full change of the barrier only if electrons tunnel easily through the thin remnant.

## Computed values

```
Donor sheet density: 1.0e+14 cm^-2
Donor sheet density in SI: 1.0e+18 m^-2
Distance from metal: 0.30 nm
Relative permittivity of silicon: 11.7
Elementary charge: 1.6022e-19 C
Vacuum permittivity: 8.8542e-12 F/m
Sheet charge: 0.1602 C/m^2
Field between metal and sheet: 1.5466e+09 V/m
Same field: 1.547 V/nm
Screened dipole voltage: 0.4640 V
Electron barrier change: -0.46 eV
Voltage without dielectric screening: 5.43 V
Donor spacing N^(-1/2): 1.00 nm
Point donors with images, square array:
  average at z = 0.15 nm: 0.2320 V
  formula E z at that depth: 0.2320 V
  average at z = 0.60 nm: 0.4640 V
  over a donor, z = 2.0 nm: 0.4640 V
  between donors, z = 2.0 nm: 0.4640 V
  between donors, z = 0.3 nm: 0.2748 V
Spread layer, density growing linearly with z:
  outer edge: 0.45 nm
  mean depth: 0.3000 nm
  voltage from Poisson's equation: 0.4640 V
```
